Image energy between two metal plates: the midpoint shift and ln 2

An electron halfway between two ideal metal plates, separated by a distance d and filled with a uniform dielectric of constant ε, has the image energy

W(d/2) = −e² ln2/(εd).

The energy is measured from that of the same electron in unbounded dielectric. For a barrier between two metal electrodes, W lowers the middle of the barrier by e² ln2/(εd). Gaussian units are used. In SI units e² is replaced by e²/(4πε₀); in the formulas below that contain a field F or the charge q, replace ε by 4πε₀ε instead.

**Setting and the factor one half**

The plates lie at z = 0 and z = d and are infinite, flat and perfectly conducting. The electron is a static point charge q = −e at z = x. Both plates are first held at zero potential; a bias is added later.

Let φ be the full potential. Near the charge it diverges as q/(εr), just as in unbounded dielectric. The remainder,

φ_ind = φ − q/(εr),

is finite at the charge and comes from the charge induced on the plates. To find the energy, build up the charge at fixed x. When it has reached q′, the induced potential at its position is (q′/q)φ_ind, because the problem is linear. Adding dq′ costs (q′/q)φ_ind dq′ more than it would in unbounded dielectric. Charge flowing onto the plates costs nothing, since they are at zero potential. Hence

W = ∫₀^q (q′/q) φ_ind dq′ = ½ q φ_ind.

This W is also the potential energy for the motion of the electron. Write the induced potential at height z, on the normal through the charge, as q h(z,x). Both derivations below give an h that is symmetric in z and x. The force on the charge is −q² ∂h(z,x)/∂z at z = x. By symmetry this is half the total derivative of h(x,x), so the force is

−½ q² dh(x,x)/dx = −dW/dx.

The half is present because the images move when the electron moves.

**First derivation: summing the images**

A charge in front of a grounded plate is balanced on that plate by an opposite charge at the mirror position. With two plates, each image spoils the other plate and must be mirrored again. Mirroring in the left plate takes z to −z, and in the right plate z to 2d − z. One chain starts with the left plate and one with the right, so each order k of reflection contributes two images, both with charge (−1)^k q:

order 1: −x and 2d − x
order 2: x + 2d and x − 2d
order 3: −x − 2d and 4d − x

and so on. In general, the two images of order 2n lie at distance 2nd from the electron. Those of order 2n − 1 lie at distances 2(n−1)d + 2x and 2nd − 2x.

The sum of the inverse distances converges only conditionally, so its value depends on the order in which terms are taken. The boundary condition decides the order. Stop after all images up to order K. On the left plate the original charge cancels against −x, 2d − x against x − 2d, x + 2d against −x − 2d, and so on. One image of order K is left without a partner. It lies beyond the right plate, at a distance of at least Kd from the left one. The right plate is the mirror case. On both plates, therefore,

|φ_K| ≤ |q|/(εKd).

The difference between φ_K and the true potential has no source inside the gap and vanishes far away along the plates. Such a function takes its largest and smallest values on the boundary, so the same bound holds throughout the gap. The sum by complete orders thus converges to the true potential, and the energy after K orders is wrong by at most e²/(2εKd).

At the midpoint x = d/2 the odd distances become (2n−1)d. Both images of order k then lie at distance kd, and

φ_ind = (2q/εd) Σ_{k≥1} (−1)^k/k.

To evaluate the sum, start from the finite geometric series

Σ_{k=1}^{K} (−t)^{k−1} = [1 − (−t)^K]/(1+t)

and integrate from t = 0 to 1. The left side becomes 1 − 1/2 + 1/3 − … up to K terms. The right side is ln2 minus a remainder no larger than ∫₀¹ t^K dt = 1/(K+1), which vanishes as K grows. Therefore Σ(−1)^k/k = −ln2, and

φ_ind = −2q ln2/(εd),
W(d/2) = ½ q φ_ind = −e² ln2/(εd).

In units of e²/(εd), the energy is −1 after one reflection, −0.5 after two, −0.833 after three and −0.583 after four. The two nearest images alone overestimate the depth by the factor 1/ln2 = 1.44. All later reflections together raise the energy by 1 − ln2 = 0.307 in these units. After ten reflections the value is −0.646, which differs from −0.693 by less than the bound of 0.05.

A different order shows what is at stake. Take like images up to order 2N, but opposite images up to order 4N, so that there are two opposite images for each like one. Compared with stopping at order 2N, the extra charges are the odd orders between 2N and 4N. Seen from anywhere near the electron they add

−(2q/εd) Σ_{odd k} 1/k → −(2q/εd) · ½ ∫_{2N}^{4N} dk/k = −q ln2/(εd).

This constant does not fade as N grows, and it also appears on the plates, which are then no longer grounded. The energy comes out as −(3/2)e² ln2/(εd). Direct summation gives −1.04 in units of e²/(εd), and −0.693 q/(εd) for the plate potential, in agreement.

The same images give the energy at any position. With u = x/d, grouping orders 2n − 1 and 2n gives

W = (e²/4εd) Σ_{n≥1} [2/n − 1/(n−1+u) − 1/(n−u)].

The digamma function has the series ψ(u) = −γ + Σ_{n≥1}[1/n − 1/(n−1+u)], where γ is Euler's constant. Using it for u and for 1 − u,

W(x) = (e²/4εd) [ψ(x/d) + ψ(1−x/d) + 2γ].

Now separate the term 1/u and shift the index of the rest of that series by one:

W(x) = −e²/(4εx) − (e²/4εd) Σ_{n≥1} 2u²/[n(n²−u²)].

The first term is the image energy of a single plate. The second is negative for 0 < u < 1, so the second plate deepens W everywhere in the gap. Close to the left plate the correction is only −ζ(3)e²x²/(2εd³) to leading order, where ζ(3) = Σ1/n³.

**Second derivation: solving Poisson's equation by lateral waves**

This route uses no images. Resolve the potential into waves along the plates, with lateral wave vector **k** and k = |**k**|:

φ(ρ,z) = ∫ d²k/(2π)² e^{i**k**·**ρ**} φ_k(z).

Poisson's equation becomes

φ_k″ − k²φ_k = −(4πq/ε) δ(z−x), with φ_k(0) = φ_k(d) = 0.

Below the charge the solution vanishing at z = 0 is proportional to sinh kz. Above it, the solution vanishing at z = d is proportional to sinh k(d−z). Continuity at z = x is met by

φ_k = C sinh k(d−x) sinh kz for z < x,
φ_k = C sinh kx sinh k(d−z) for z > x.

This form is symmetric under exchange of z and x once C is known to be independent of both. Integrating the equation across z = x shows that the slope jumps by −4πq/ε. The jump of the solution is

−kC[sinh kx cosh k(d−x) + cosh kx sinh k(d−x)] = −kC sinh kd,

so C = 4πq/(εk sinh kd). In unbounded dielectric the corresponding wave is (2πq/εk)e^{−k|z−x|}, which equals 2πq/(εk) at the charge. Subtract it before integrating, and use d²k/(2π)² = k dk/(2π) after the angular integration:

φ_ind = (q/ε) ∫₀^∞ dk [2 sinh kx sinh k(d−x)/sinh kd − 1].

At x = d/2, sinh kd = 2 sinh(kd/2) cosh(kd/2), and the bracket becomes tanh(kd/2) − 1. Put t = e^{−kd}, so that dk = −dt/(td) and

tanh(kd/2) − 1 = (1−t)/(1+t) − 1 = −2t/(1+t).

Then

φ_ind = −(2q/εd) ∫₀¹ dt/(1+t) = −2q ln2/(εd),

and W = ½qφ_ind is again −e² ln2/(εd). Numerical integration of the waves gives −0.693147 in units of e²/(εd). The sum over 20,000 orders of reflection gives the same digits if the last order is counted with half weight. This averages the last two partial sums, which lie on opposite sides of the limit.

**What each derivation assumes**

Both need a static point charge, a linear uniform dielectric, flat parallel plates and zero potential on the metal surfaces. They differ in where the limit is taken. The image sum has to be told in which order to add its terms, and the boundary condition supplies the order. The wave solution obeys the boundary condition at each k, and its integral converges absolutely, so no choice arises. Expanding −2t/(1+t) in powers of t recovers the reflections one by one: the term t^j = e^{−jkd} is the wave of a charge at distance jd.

Point images at the mirror positions used above also require every wave to be reflected with the same factor, here −1. The wave method does not. Let the plates have reflection factors r₁(k) and r₂(k), and write a = e^{−kd}. From the midpoint, a path with 2j+1 reflections contributes (r₁r₂)^j a^{2j+1} times r₁ or r₂. The two paths with 2j reflections contribute (r₁r₂)^j a^{2j} each. Summing the geometric series,

W(d/2) = (e²/2ε) ∫₀^∞ dk [(r₁+r₂)a + 2r₁r₂a²]/(1 − r₁r₂a²).

For r₁ = r₂ = −1 the integrand is −2a/(1+a), as before.

The factor r follows from matching at the surface. Let the dielectric occupy z > 0, with potential e^{kz} + r e^{−kz}, and let the potential in the electrode be proportional to e^{κz}. Continuity of φ and of the normal displacement requires εk(1−r) = ε_pκ(1+r), or

r = (εk − ε_pκ)/(εk + ε_pκ),

where ε_p is the constant of the electrode. For a metal with screening length λ and ε_p = 1, κ² = k² + 1/λ². For long waves, εkλ ≪ 1 and kλ ≪ 1, this gives r ≈ −e^{−2εkλ}. Each reflection then acts as if the path were longer by 2ελ, and d in the ln2 formula is replaced by d + 2ελ.

**Where the barrier top lies**

Each term of the series for W is concave in x, and W is symmetric about d/2. Without bias the midpoint is therefore the maximum of W, the place where the images lower the barrier least. Differentiating twice at u = ½,

W″(d/2) = (e²/4εd³)(−4) Σ_{n≥1} 1/(n−½)³ = −7ζ(3) e²/(εd³),

because Σ1/(n−½)³ = 8 · (7/8)ζ(3).

With a bias, linearity lets the uniform field be added without changing W:

U(x) = Φ − eFx + W(x).

Here Φ is the barrier at the emitter without images, measured from the emitter Fermi level, and eF > 0 is the force towards the collector. The shift at the midpoint is still W(d/2), but the top has moved. Setting −eF + W″(d/2)δ = 0 gives, for weak field, the displacement

δ = −Fεd³/(7ζ(3)e),

towards the emitter. In the opposite limit, F ≫ e/(εd²), the top lies close to the emitter and the second plate matters little. Minimizing eFx + e²/(4εx) gives x = ½√(e/(εF)) and the one-plate Schottky lowering √(e³F/ε).

**Example: a 3 nm oxide film**

Take rough values for hafnium oxide between metal gates: d = 3 nm, Φ = 2 eV, F = 1 MV/cm and a tunnelling mass m of 0.15 electron masses. The choice of ε depends on how fast the surroundings respond. An estimate of the traversal time is d√(m/2Φ) = 1.4 fs. A phonon of 0.05 eV responds in about 13 fs, and a bulk metal plasmon of 10 eV in 0.07 fs. The image charge itself responds at the interface plasmon, near 10/√(1+ε) = 4.5 eV, or in 0.15 fs, during which the electron covers about 0.3 nm. The electrodes can therefore follow the electron in the middle of the gap, though not within a few tenths of a nanometre of the plates. The lattice largely cannot follow, so the optical constant ε = 4 is used. With e² = 1.440 eV nm,

e²/(εd) = 1.440/(4 × 3) eV = 0.120 eV,
W(d/2) = −0.120 × 0.693 eV = −0.083 eV = −1.33 × 10⁻²⁰ J.

The field lowers the midpoint by a further 0.15 eV, leaving 2 − 0.15 − 0.083 = 1.767 eV. The top is at x = 0.88 nm with height 1.803 eV. It lies 0.197 eV below Φ, against 0.190 eV for one plate; the excess has the sign required by the extra negative term in W. The weak-field formula does not apply here: it would move the top by 0.89 nm, while the actual move is 0.62 nm. At 0.01 MV/cm the formula and the numerical maximum agree at 0.0089 nm.

For tunnelling at the emitter Fermi level, the WKB transmission is e^{−S}, with

S = (2/ħ) ∫ √(2mU) dx

taken over the region where U > 0. At fixed mass and field, S is 16.2 for the bare barrier, 15.8 if the whole barrier is lowered by the midpoint shift, and 14.6 with the full W(x). The exponential e^{−S} rises by factors of 1.45 and 4.7 respectively. The prefactors of the transmission, which depend on the metals and on how sharply the barrier begins, are left out, so the second factor is only a rough guide to the gain in current. Solving the one-dimensional Schrödinger equation, with U cut off at the bottom of the metal band, gives gains between 3 and 7 for Fermi energies of 2 to 10 eV and metal masses of 0.15 to 1 electron masses, while the first factor stays at 1.4 to 1.5. The parabolic decay law is also an assumption this far below the band edge: a two-band law with a 5.7 eV gap and the same mass gives factors of 1.2 and 2.7. For ideal plates the rigid shift gives too little because W is least negative at the midpoint. The larger factor is not a prediction for a real film. It comes mostly from the regions next to the plates, where W falls steeply and U reaches zero at 0.05 nm from each metal, and the ideal image law already fails a few tenths of a nanometre out. Holding W constant within 0.05 nm of each plate leaves a factor of 4.3, but within 0.2 nm only 2.4. The screening length λ = 0.05 nm used below sets each image plane back by ελ = 0.2 nm, which cuts the factor to 1.8. The full screened W(x), which turns repulsive very close to the metal, gives 1.2. A mass 20% larger raises S to 16.0 and cuts e^{−S} by a factor of about 4, nearly cancelling the image effect on the exponent.

At 300 K the barrier top is 70 kT above the Fermi level. Comparing exponents alone, tunnelling at S = 14.6 far outweighs emission over the top.

**Comparison with real gate stacks**

The chosen field is one fifth of a rough breakdown field of 5 MV/cm, so the example is mild for high-field injection. Two ideal metal plates describe a metal–insulator–metal capacitor better than a transistor, which has silicon on one side. The following changes are made one at a time, with the other inputs fixed. A metal screening length of 0.05 nm reduces the midpoint shift from 0.083 to 0.073 eV, and the widened gap d + 2ελ = 3.4 nm reproduces this value. Replacing one ideal metal by silicon without free carriers, of constant 11.7, gives 0.070 eV. Using the static oxide constant 20 instead of 4 gives 0.017 eV. That is the limit of a lattice that follows the electron fully, which the times estimated above make unlikely here. A thin interfacial oxide, traps, roughness and the atomic structure of the interfaces are left out, and their effect on the shift is not estimated here. The numerical output below lists the inputs and the values of the main example.

Computed results

```
REDUCED MIDPOINT ENERGY, unit e^2/(eps d)
after 1 reflections: -1.0000
after 2 reflections: -0.5000
after 3 reflections: -0.8333
after 4 reflections: -0.5833
after 10 reflections: -0.6456
image sum, 20000 reflections: -0.693147
Poisson mode integral: -0.693147
minus ln 2: -0.693147
two-to-one order, false energy: -1.0397
two-to-one plate potential, q/(eps d): -0.6931
two nearest images / full sum: 1.4427
midpoint curvature, e^2/(eps d^3): -8.418
minus 7 zeta(3): -8.414
EXAMPLE INPUTS (rough)
gap: 3.0 nm; bare barrier: 2.0 eV
eps optical: 4.0; static: 20.0
field: 1.0 MV/cm; mass: 0.15 m_e
temperature: 300 K
metal screening length: 0.05 nm
silicon dielectric constant: 11.7
phonon: 0.05 eV; plasmon: 10 eV
EXAMPLE RESULTS
e^2: 1.43996 eV nm
e^2/(eps d): 0.12000 eV
midpoint shift: -0.08318 eV = -1.333e-20 J
voltage across gap: 0.30 V
barrier at midpoint with field: 1.7668 eV
barrier top position: 0.879 nm
barrier top height: 1.8030 eV
lowering of top below bare barrier: 0.1970 eV
one-plate Schottky lowering: 0.1897 eV
weak field 0.01 MV/cm, top moves: -0.00891 nm
same from curvature formula: -0.00891 nm
turning points: 0.0451 and 2.9472 nm
WKB exponent, bare barrier: 16.188
WKB exponent, rigid midpoint shift: 15.820
WKB exponent, full image energy: 14.631
transmission gain, rigid shift: 1.45
transmission gain, full image: 4.74
NEGLECTED EFFECTS
shift with metal screening: -0.07332 eV
shift from widened gap 3.40 nm: -0.07339 eV
shift, one silicon electrode: -0.07037 eV
shift with static constant: -0.01664 eV
traversal time: 1.39 fs
phonon response time: 13.2 fs
plasmon response time: 0.066 fs
WKB exponent, 20% heavier mass: 16.028
thermal energy: 0.02585 eV; top/kT: 69.7
rough breakdown field: 5.0 MV/cm
field / breakdown field: 0.20
```
